# Counting Plane Waves per Orbital in an Amorphous Oxide Cell

## Problem

Amorphous In-Ga-Zn-O is a channel material of thin-film transistors. A model of it for an electronic-structure calculation is a periodic cell with 16 formula units of InGaZnO₄, 112 atoms in all, in a volume of 1400 Å$^3$. The orbitals are expanded in plane waves with a kinetic-energy cutoff of 400 eV.

(a) How many plane waves does one orbital need?

(b) How much does the number depend on the wavevector $\mathbf k$ and on the shape of the cell?

(c) How much does it change if the density or the cutoff is chosen differently?

(d) How much memory do the occupied orbitals take, and how large is the grid that holds every Fourier component of their density?

Hartree atomic units are used in the derivation: $\hbar=m_e=e=1$, energies are in hartree (27.211 eV) and lengths in bohr (0.52918 Å). "One orbital" means one spatial function at one $\mathbf k$. A two-component spinor has twice as many coefficients.

## Solution

### (a) The mean number of plane waves

**Which waves are allowed.** Let the cell have edge vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$ and volume $V$. By Bloch's theorem an orbital is a phase factor $e^{i\mathbf k\cdot\mathbf r}$ times a function with the period of the cell. The periodic function has a Fourier series, so

$$
\psi_{\mathbf k}(\mathbf r)=\frac{1}{\sqrt V}\sum_{\mathbf G}c_{\mathbf G}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},
\qquad \mathbf G=n_1\mathbf b_1+n_2\mathbf b_2+n_3\mathbf b_3 ,
$$

with integers $n_i$ and reciprocal vectors defined by $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$. This condition makes $e^{i\mathbf G\cdot\mathbf a_j}=1$, as periodicity demands.

The kinetic-energy operator $-\tfrac12\nabla^2$ multiplies each wave by $\tfrac12|\mathbf k+\mathbf G|^2$. A cutoff $E$ keeps the waves with

$$
\tfrac12|\mathbf k+\mathbf G|^2\le E
\quad\Longleftrightarrow\quad
|\mathbf k+\mathbf G|\le G_{\max}=\sqrt{2E}.
$$

The task is therefore to count lattice points in a sphere.

**The volume per point.** Write the $\mathbf a_i$ as rows of a matrix $A$ and the $\mathbf b_i$ as rows of $B$. The defining condition is $BA^{T}=2\pi I$. Taking determinants of these $3\times3$ matrices gives $\det B\,\det A=(2\pi)^3$. Since $|\det A|=V$, the reciprocal cell has volume

$$
\Omega_B=|\det B|=\frac{(2\pi)^3}{V}.
$$

**The average over k.** Let $N_{\mathbf k}$ be the number of accepted waves at $\mathbf k$, and let $\Theta(x)$ be 1 for $x\ge0$ and 0 otherwise. Then

$$
N=\frac{1}{\Omega_B}\int_{\rm BZ}d^3k\,N_{\mathbf k}
=\frac{1}{\Omega_B}\int_{\rm BZ}d^3k\sum_{\mathbf G}\Theta(G_{\max}-|\mathbf k+\mathbf G|).
$$

As $\mathbf k$ runs over the Brillouin zone (BZ) and $\mathbf G$ over the reciprocal lattice, $\mathbf q=\mathbf k+\mathbf G$ covers all of reciprocal space once, apart from boundaries of zero volume. The sum of integrals is thus a single integral over $\mathbf q$, which is the volume of the sphere:

$$
N=\frac{1}{\Omega_B}\,\frac{4\pi}{3}G_{\max}^3
=\frac{V}{8\pi^3}\,\frac{4\pi}{3}G_{\max}^3
=\frac{V G_{\max}^3}{6\pi^2}
=\frac{V(2E)^{3/2}}{6\pi^2}.
$$

No large-cell approximation has been made. For the mean over $\mathbf k$ the formula is exact and holds for any cell shape. The approximation enters when this mean is used for a single $\mathbf k$, which is the subject of part (b).

**Numbers.** The cutoff is $E=400/27.211=14.700$ hartree, so

$$
G_{\max}=\sqrt{2\times14.700}=5.422\ \text{bohr}^{-1}.
$$

The cell volume is $V=1400/0.52918^3=9448$ bohr$^3$. The two volumes in reciprocal space are

$$
\frac{4\pi}{3}G_{\max}^3=667.72\ \text{bohr}^{-3},\qquad
\Omega_B=\frac{(2\pi)^3}{9448}=0.026255\ \text{bohr}^{-3},
$$

and their ratio is

$$
N=\frac{667.72}{0.026255}\approx25\,432\approx2.5\times10^4 .
$$

This is about 227 plane waves per atom. The extra digits of 25 432 are useful for comparison with integer counts below; as an estimate of cost, two digits are enough.

**A form for quick use.** With $V$ in Å$^3$ and $E$ in eV the formula reads $N=C\,V E^{3/2}$. The constant follows from dividing $V$ by the cube of the bohr and $E$ by the hartree:

$$
C=\frac{2^{3/2}}{6\pi^2}\,\frac{1}{(0.52918)^3(27.211)^{3/2}}
=0.00227\ \text{Å}^{-3}\,\text{eV}^{-3/2}.
$$

Since $400^{3/2}=20^3=8000$, the estimate is $0.00227\times1400\times8000\approx2.5\times10^4$.

**What the number means.** The shortest wave that the cutoff allows has half-wavelength $h=\pi/G_{\max}=0.579$ bohr, or 0.307 Å. Inserting $G_{\max}=\pi/h$ in the formula gives

$$
N=\frac{V}{6\pi^2}\,\frac{\pi^3}{h^3}=\frac{\pi}{6}\,\frac{V}{h^3}.
$$

Up to the factor $\pi/6$, the basis has one function for each cube of edge $h$ in the cell. It resolves every region equally, whether or not an atom is there. For the same reason, vacuum above a slab is paid for at the same rate as oxide: doubling the cell volume by adding vacuum, at fixed cutoff, doubles $N$.

### (b) A single k-point and the shape of the cell

**A rigorous bound.** Around each point $\mathbf q=\mathbf k+\mathbf G$ place a parallelepiped with edges $\mathbf b_1,\mathbf b_2,\mathbf b_3$, centred on $\mathbf q$. These blocks fill space without overlap, and each has volume $\Omega_B$. Let $d$ be half the longest body diagonal, so that no part of a block is farther than $d$ from its centre. Assume $d<G_{\max}$.

All blocks that belong to accepted waves lie inside a sphere of radius $G_{\max}+d$. Their total volume cannot exceed that of the sphere:

$$
N_{\mathbf k}\,\Omega_B\le\frac{4\pi}{3}(G_{\max}+d)^3 .
$$

Conversely, take any point within $G_{\max}-d$ of the origin. It lies in some block, whose centre is at most $d$ away and hence at most $G_{\max}$ from the origin. That centre is an accepted wave. The accepted blocks therefore cover the smaller sphere, and

$$
N_{\mathbf k}\,\Omega_B\ge\frac{4\pi}{3}(G_{\max}-d)^3 .
$$

Dividing both results by $\Omega_B$ and using $N=(4\pi/3)G_{\max}^3/\Omega_B$ gives

$$
N\left(1-\frac{d}{G_{\max}}\right)^3\le N_{\mathbf k}\le N\left(1+\frac{d}{G_{\max}}\right)^3 .
$$

For a cubic cell the reciprocal edge is $b=\Omega_B^{1/3}=0.2972$ bohr$^{-1}$, and $d=\sqrt3\,b/2=0.2574$ bohr$^{-1}$. Then $d/G_{\max}=0.0475$, and the count at any $\mathbf k$ must lie between 21 979 and 29 229. This guarantees the estimate to within about 15 % of $N$.

**Direct counts.** The bound allows every block at the surface to err in the same direction. In fact some accepted blocks stick out of the sphere while some rejected blocks reach into it, and the two errors have opposite signs. To see how much remains, one can list the integer triples $(n_1,n_2,n_3)$, compute $|\mathbf k+\mathbf G|^2/2$ for each, and count those below the cutoff. This was done for three cells of 1400 Å$^3$ at 400 eV:

- a cube;
- a triclinic cell with edge vectors proportional to $(1,0,0)$, $(0.15,1.05,0)$ and $(-0.1,0.2,0.95)$;
- a rectangular cell with edges in the ratio 1:1:8.

At $\Gamma$ ($\mathbf k=0$) the counts are 25 413, 25 477 and 25 405. All three are within 0.2 % of $N$. Part of this closeness depends on where the cutoff falls among the shells of equal $|\mathbf G|$. For cutoffs between 380 and 420 eV, the $\Gamma$ count departs from the mean at the same cutoff by up to about 1 % in the cube, 0.9 % in the elongated cell and 0.3 % in the triclinic cell.

The counts were repeated on a mesh of 216 $\mathbf k$-points, the centres of a $6\times6\times6$ division of the zone. They range from 25 416 to 25 441 for the cube, from 25 395 to 25 467 for the triclinic cell, and from 25 338 to 25 483 for the elongated cell. On this mesh the largest departure from $N$ is 0.4 %, in the elongated cell. The mesh does not contain $\Gamma$, and for the cubic and triclinic cells the $\Gamma$ count falls just outside the mesh range. These ranges are therefore samples of the scatter and not limits on it. Points of high symmetry, where many waves share one energy, can lie farther out: at the zone corner $\mathbf k=(\mathbf b_1+\mathbf b_2+\mathbf b_3)/2$ of the cube the count is 25 576, which is 0.6 % above $N$.

The mesh averages are 25 430.6, 25 431.7 and 25 432.0, which agree with the formula to better than 0.01 %. They are not identical to it because a finite mesh replaces the integral over $\mathbf k$ by a sum. The points $\mathbf k+\mathbf G$ for all 216 $\mathbf k$-points together form a lattice six times finer in each direction, displaced from the origin. The average is the number of its points in the sphere divided by 216, so it is itself a lattice estimate of the sphere's volume, with a much smaller volume per point.

**Where the estimate fails.** For a cube of edge $L$, $b=2\pi/L$ and

$$
\frac{d}{G_{\max}}=\frac{\sqrt3\,\pi}{L\,G_{\max}} .
$$

For large cells the relative width of the guarantee shrinks as $1/L$. At $LG_{\max}=\sqrt3\,\pi$ the lower bound has fallen to zero and the guarantee is lost. The extreme case is $E\to0$. At $\Gamma$ the wave $\mathbf G=0$ is always accepted, so $N_\Gamma=1$, while $N\to0$. The mean is still correct: almost all other $\mathbf k$ then have no accepted wave at all. For very small cells or cutoffs one should count and not estimate.

The formula also presumes that the cutoff is applied to $|\mathbf k+\mathbf G|$. If a calculation selects waves by $|\mathbf G|\le G_{\max}$ for every $\mathbf k$, each $\mathbf k$ has the $\Gamma$ count.

### (c) Density and cutoff

Taking the logarithm of $N=CVE^{3/2}$ and differentiating gives, for small changes,

$$
\frac{\delta N}{N}=\frac{\delta V}{V}+\frac32\,\frac{\delta E}{E}.
$$

**Density.** One formula unit has mass $114.82+69.72+65.38+4\times16.00=313.9$ u. Sixteen of them in 1400 Å$^3$ have a density of 5.96 g/cm$^3$. Suppose that the film to be modelled has 6.1 g/cm$^3$ instead. With the same atoms, that density requires a volume of 1367 Å$^3$. At a fixed cutoff of 400 eV the mean count becomes 24 838, a change of −2.3 %.

A different rule applies if the cell is compressed uniformly while the list of integers $(n_1,n_2,n_3)$ is held fixed, as can happen during a relaxation of the cell. Then $N$ stays constant and the effective cutoff moves. All lengths scale as $V^{1/3}$, all wavevectors as $V^{-1/3}$, and kinetic energies as $V^{-2/3}$. Going from 1400 to 1367 Å$^3$ raises the cutoff to

$$
400\ \text{eV}\times\left(\frac{1400}{1367}\right)^{2/3}\approx406\ \text{eV}.
$$

Energies at different volumes are then computed with bases of different resolution. This matters if the energy is not converged with respect to the cutoff.

**Cutoff.** At fixed volume, a rise from 400 to 500 eV multiplies $N$ by $1.25^{3/2}=1.398$, giving 35 542. The linear formula would give an increase of 37.5 % in place of 39.8 %, so for a step this large the full power should be used.

The cases compare as follows. Changes are relative to the mean at 1400 Å$^3$ and 400 eV.

| Case | Plane waves | Change |
|---|---:|---:|
| Mean over k, 1400 Å$^3$, 400 eV | 25 432 | 0 |
| Cubic cell, $\Gamma$ | 25 413 | −0.1 % |
| Triclinic cell, $\Gamma$ | 25 477 | +0.2 % |
| Elongated cell, $\Gamma$ | 25 405 | −0.1 % |
| Mean, density 6.1 g/cm$^3$ | 24 838 | −2.3 % |
| Mean, cutoff 500 eV | 35 542 | +39.8 % |

In these cases the discreteness of the waves and the cell shape matter least, the assumed change of density matters somewhat more, and the change of cutoff dominates.

### (d) Memory and the density grid

**Occupied orbitals.** The number of orbitals depends on which electrons are treated explicitly. Here the filled $d$ shells of the metals are kept in the valence, which gives 13 electrons for In, 13 for Ga, 12 for Zn and 6 for each O. One formula unit has $13+13+12+4\times6=62$ electrons, and the cell has $16\times62=992$. With two electrons in each spatial orbital, as in a closed-shell insulator, there are 496 occupied orbitals.

A complex number in double precision takes 16 bytes. The coefficients at one $\mathbf k$-point need

$$
496\times25\,432\times16\ \text{bytes}\approx2.02\times10^8\ \text{bytes}=202\ \text{MB}.
$$

This is one copy of the occupied orbitals. Empty orbitals, work arrays and further $\mathbf k$-points held in memory come on top.

**A saving at Γ.** At $\mathbf k=0$ and without spin-orbit coupling or a magnetic field, the Hamiltonian with a real potential is real, and the orbitals can be chosen real. Conjugating the Fourier series and renaming $\mathbf G\to-\mathbf G$ gives

$$
\psi^*(\mathbf r)=\frac{1}{\sqrt V}\sum_{\mathbf G}c^*_{-\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}.
$$

Equality with $\psi$ requires $c_{-\mathbf G}=c^*_{\mathbf G}$. One member of each pair $\pm\mathbf G$ is enough, and $\mathbf G=0$ is its own partner. For the cubic cell this leaves

$$
\frac{25\,413-1}{2}+1=12\,707
$$

stored coefficients, so the memory is halved to about 101 MB. The basis still contains 25 413 plane waves; the symmetry reduces what is stored and leaves the resolution unchanged.

**The grid for the density.** The density of one orbital is

$$
|\psi_{\mathbf k}(\mathbf r)|^2=\frac1V\sum_{\mathbf G,\mathbf G'}c^*_{\mathbf G}c_{\mathbf G'}\,e^{i(\mathbf G'-\mathbf G)\cdot\mathbf r}.
$$

The phase $e^{i\mathbf k\cdot\mathbf r}$ has cancelled. If the index of the orbital along one axis runs from $-m$ to $m$, the difference of two indices runs from $-2m$ to $2m$, which is $4m+1$ values.

On a grid of $M$ points along the axis, numbered by $j$, the wave with index $n$ has the values $e^{2\pi i nj/M}$. Indices $n$ and $n+M$ give the same values, since $e^{2\pi i j}=1$. To keep all $4m+1$ components apart one needs $M\ge4m+1$. With $M=4m$, the components $2m$ and $-2m$ would already coincide.

For the cubic cell at $\Gamma$, $m$ is the largest integer below $G_{\max}/b=5.422/0.2972=18.24$, so $m=18$ and $M=73$. The grid has

$$
73^3=389\,017\ \text{points},
$$

or 15.3 for each plane wave. The ratio can be understood from the limit of a large cube, where $M\approx4G_{\max}/b$ and $N=(4\pi/3)(G_{\max}/b)^3$:

$$
\frac{M^3}{N}\to\frac{64}{4\pi/3}=\frac{48}{\pi}\approx15.28 .
$$

The close match at 400 eV is partly accidental, because $4G_{\max}/b=72.97$ happens to lie next to 73. Since $M$ changes in steps, the same grid gives a ratio of 15.9 at 390 eV and 13.7 at 432 eV. The grid is larger than the basis for two reasons. The density reaches twice as far in reciprocal space, which gives a factor of $2^3=8$, and a cube encloses more volume than the sphere inside it, which gives $6/\pi=1.91$. The number of grid points should therefore not be mistaken for the number of coefficients per orbital. This grid holds the density built from the plane-wave orbitals alone. With ultrasoft pseudopotentials or projector-augmented waves, the augmentation charges near the nuclei are not limited to $2G_{\max}$ and usually need a finer grid.

### The estimate and the real material

The plane-wave count belongs to the calculation and is not a property of the film. A real amorphous film has no repeating cell; 112 atoms are a small sample of its disorder, and a larger sample raises $N$ in proportion to its volume. Real films can also depart from the composition InGaZnO₄ and from the assumed density. The density difference considered above moves $N$ by about 2 %, which leaves the estimate of $2.5\times10^4$ intact.

The more serious question is whether 400 eV is enough. The formula cannot answer it, because it contains no information about the atoms. Compact oxygen $2p$ and metal $d$ orbitals need short waves, and how short depends on the pseudopotentials or projector data that replace the strong potential near the nuclei. Convergence has to be established by raising $E$ until the energy differences, forces or stresses of interest stop changing within the required tolerance. If that study calls for 800 eV, $N$ grows by $2^{3/2}=2.83$, to about $7.2\times10^4$ per orbital in the same cell.
